\section*{Lanczos recursion and the continued fraction for the diagonal Green function}

\section{Two orbitals}

Take two orthonormal orbitals with energies $a_0$ and $a_1$, coupled by a real matrix element $b>0$:
\begin{equation}
H=\begin{pmatrix} a_0 & b\\ b & a_1\end{pmatrix}.
\end{equation}
The diagonal Green function of the first orbital is the upper left element of $(z-H)^{-1}$, where $z$ is a complex energy. It equals $x_0$ in the solution of $(z-H)x=(1,0)^{T}$, that is, of
\begin{align}
(z-a_0)x_0-b\,x_1&=1,\\
-b\,x_0+(z-a_1)x_1&=0.
\end{align}
The second equation gives $x_1=b\,x_0/(z-a_1)$. Inserting this into the first and dividing by the factor of $x_0$ gives
\begin{equation}
G_{00}(z)=x_0=\cfrac{1}{z-a_0-\cfrac{b^2}{z-a_1}} .
\label{two}
\end{equation}
An isolated first orbital would have $G_{00}=1/(z-a_0)$. The second orbital adds the energy-dependent shift $b^2/(z-a_1)$ to $a_0$. One factor $b$ carries the electron out and the other brings it back. The shift vanishes for $b\to0$, and it is small compared with $|z-a_0|$ when $|z-a_1|\gg b^2/|z-a_0|$.

If the second orbital is coupled to a third, and the third to a fourth, the same elimination can be repeated from the far end of the chain. A general Hamiltonian is not a chain in its original orbitals. The Lanczos recursion constructs new orbitals in which the part of $H$ that the starting orbital can feel is one.

\section{Setting and theorem}

Let $H$ be a Hermitian matrix of finite dimension $D$ in an orthonormal orbital basis, and let $u_0$ be a normalized starting orbital. The inner product $\langle u|v\rangle$ is antilinear in $u$. Let $\operatorname{Im}z>0$. The eigenvalues of $H$ are real, so $z-H$ is invertible and
\begin{equation}
G_{00}(z)=\langle u_0|(z-H)^{-1}|u_0\rangle
\end{equation}
is defined. Set $b_0=0$ and $u_{-1}=0$. For $n=0,1,2,\dots$ compute
\begin{align}
a_n&=\langle u_n|Hu_n\rangle, \label{adef}\\
r_{n+1}&=Hu_n-a_nu_n-b_nu_{n-1}, \label{rdef}\\
b_{n+1}&=\lVert r_{n+1}\rVert . \label{bdef}
\end{align}
If $b_{n+1}>0$, put $u_{n+1}=r_{n+1}/b_{n+1}$ and continue. If $b_{n+1}=0$, stop and call the number of vectors obtained $M=n+1$. While the recursion runs, (\ref{rdef}) reads
\begin{equation}
Hu_n=b_{n+1}u_{n+1}+a_nu_n+b_nu_{n-1}.
\label{three}
\end{equation}
It also holds at the last step, $n=M-1$, with the first term absent because $b_M=0$.

\paragraph{Theorem.} In exact arithmetic the recursion stops after $M\le D$ vectors, and
\begin{equation}
G_{00}(z)=\cfrac{1}{z-a_0-\cfrac{b_1^2}{z-a_1-\cfrac{b_2^2}{\ddots-\cfrac{b_{M-1}^2}{z-a_{M-1}}}}} .
\label{cf}
\end{equation}
The number $M$ equals the number of distinct eigenvalues of $H$ that have nonzero weight in $u_0$.

\section{The chain}

\paragraph{Lemma 1.} The vectors $u_0,\dots,u_{M-1}$ are orthonormal. Between them $H$ has the diagonal elements $a_n$, the neighbouring elements $b_n$, and no others.

\emph{Proof.} Suppose that $u_0,\dots,u_n$ are orthonormal, which is true for $n=0$. It must be shown that $r_{n+1}$ is orthogonal to each of them.

For $u_n$ itself, (\ref{rdef}) and (\ref{adef}) give
\begin{equation}
\langle u_n|r_{n+1}\rangle=a_n-a_n-b_n\langle u_n|u_{n-1}\rangle=0 .
\end{equation}
For $u_{n-1}$, with $n\ge1$, move $H$ to the left, which is allowed because $H$ is Hermitian, and use (\ref{three}) for $Hu_{n-1}$:
\begin{align}
\langle u_{n-1}|Hu_n\rangle&=\langle Hu_{n-1}|u_n\rangle \nonumber\\
&=\langle b_nu_n+a_{n-1}u_{n-1}+b_{n-1}u_{n-2}|u_n\rangle=b_n .
\end{align}
The coefficients are real: $a_{n-1}$ is an expectation value of a Hermitian matrix and the $b$'s are norms. Hence $\langle u_{n-1}|r_{n+1}\rangle=b_n-0-b_n=0$.

For $m\le n-2$, equation (\ref{three}) places $Hu_m$ in the span of $u_{m-1},u_m,u_{m+1}$. Since $m+1\le n-1$, all three are orthogonal to $u_n$, so $\langle u_m|Hu_n\rangle=\langle Hu_m|u_n\rangle=0$. The two subtracted terms in $r_{n+1}$ are also orthogonal to $u_m$. Thus $\langle u_m|r_{n+1}\rangle=0$.

If $b_{n+1}>0$, division by it gives a normalized $u_{n+1}$ and the induction continues. The matrix elements follow by taking inner products of (\ref{three}) with the $u_m$. $\square$

A space of dimension $D$ holds at most $D$ orthonormal vectors, so the recursion stops with $M\le D$. Hermiticity is what removes the long-range terms. For a non-Hermitian matrix the step that moves $H$ to the left fails, and this three-term recursion does not in general give orthogonal vectors.

\paragraph{Lemma 2.} Let $E_1,\dots,E_K$ be the distinct eigenvalues with nonzero weight in $u_0$. Then $M=K$.

\emph{Proof.} Collect the part of $u_0$ in each eigenspace into one normalized vector $\chi_k$:
\begin{equation}
u_0=\sum_{k=1}^{K}\sqrt{w_k}\,\chi_k,\qquad w_k>0,\qquad H\chi_k=E_k\chi_k .
\label{chi}
\end{equation}
Each application of $H$ only multiplies the coefficients by $E_k$. All $u_n$ therefore lie in the $K$-dimensional span of the $\chi_k$, and $M\le K$.

Conversely, when the recursion stops, (\ref{three}) shows that $H$ maps the span of $u_0,\dots,u_{M-1}$ into itself. This span contains $u_0$, and so it contains $u_0,Hu_0,\dots,H^{K-1}u_0$. These $K$ vectors are linearly independent. Indeed, if $\sum_{j=0}^{K-1}c_jH^ju_0=0$, the component along $\chi_k$ gives $\sqrt{w_k}\,p(E_k)=0$ with $p(E)=\sum_jc_jE^j$. A polynomial of degree at most $K-1$ with $K$ distinct zeros is zero, so every $c_j=0$. Hence $M\ge K$. $\square$

Degeneracy and symmetry shorten the chain: a degenerate level counts once, and a level with no weight in $u_0$ does not count. If $u_0$ is an eigenvector, then $M=1$ and $G_{00}=1/(z-a_0)$.

\section{Elimination from the far end}

Put $g_M=0$ and define, for $n=M-1,\dots,0$,
\begin{equation}
g_n=\frac{1}{z-a_n-b_{n+1}^2\,g_{n+1}} .
\label{g}
\end{equation}
Repeated insertion shows that $g_0$ is the right-hand side of (\ref{cf}).

\paragraph{Lemma 3.} For $\operatorname{Im}z>0$ no denominator in (\ref{g}) vanishes. For $0\le n<M$, $\operatorname{Im}g_n<0$ and $|g_n|\le1/\operatorname{Im}z$.

\emph{Proof.} Let $d_n$ be the denominator and suppose $\operatorname{Im}g_{n+1}\le0$, which holds for $g_M=0$. Since $a_n$ and $b_{n+1}^2$ are real,
\begin{equation}
\operatorname{Im}d_n=\operatorname{Im}z-b_{n+1}^2\operatorname{Im}g_{n+1}\ge\operatorname{Im}z>0 .
\end{equation}
So $d_n\neq0$ and $|d_n|\ge\operatorname{Im}z$, which is the bound. Also $\operatorname{Im}(1/d_n)=-\operatorname{Im}d_n/|d_n|^2<0$, and the induction continues downward. $\square$

\paragraph{Proof of the theorem.} Seek the solution of $(z-H)x=u_0$ in the form $x=\sum_{n=0}^{M-1}x_nu_n$. By (\ref{three}), the coefficient of $u_n$ in $Hx$ is $b_nx_{n-1}+a_nx_n+b_{n+1}x_{n+1}$, and $b_M=0$ ensures that nothing lies outside the chain. Comparing coefficients gives
\begin{align}
(z-a_0)x_0-b_1x_1&=1, \label{first}\\
-b_nx_{n-1}+(z-a_n)x_n-b_{n+1}x_{n+1}&=0,\quad 1\le n\le M-1, \label{middle}
\end{align}
where terms with $x_M$ are absent.

For $n=M-1$, (\ref{middle}) gives $x_{M-1}=b_{M-1}x_{M-2}/(z-a_{M-1})=b_{M-1}g_{M-1}x_{M-2}$. Suppose that $x_{n+1}=b_{n+1}g_{n+1}x_n$ has been found. Inserting it into (\ref{middle}) gives
\begin{equation}
\left(z-a_n-b_{n+1}^2g_{n+1}\right)x_n=b_nx_{n-1},
\end{equation}
and hence $x_n=b_ng_nx_{n-1}$. This continues down to $n=1$. Equation (\ref{first}) then becomes $(z-a_0-b_1^2g_1)x_0=1$, so $x_0=g_0$. For $M=1$ the first equation alone gives the same result.

All divisions are allowed by Lemma 3, so these $x_n$ do solve the equations. Because $z-H$ is invertible, $x$ is the vector $(z-H)^{-1}u_0$. Orthonormality gives $G_{00}=\langle u_0|x\rangle=x_0=g_0$. $\square$

\paragraph{Remark on the tails.} The number $g_n$ contains $a_n,a_{n+1},\dots$ and $b_{n+1},b_{n+2},\dots$ alone. The same elimination applied to the chain with sites $0,\dots,n-1$ removed shows that $g_n$ is the Green function at its new end site. Each level of the fraction is therefore the two-orbital result (\ref{two}), with the second orbital's Green function $1/(z-a_1)$ replaced by that of the whole remaining chain.

\section{Poles, weights and density of states}

Expanding $u_0$ as in (\ref{chi}) gives
\begin{equation}
G_{00}(z)=\sum_{k=1}^{M}\frac{w_k}{z-E_k}.
\label{spectral}
\end{equation}
For $z=E+i\eta$ with $\eta>0$, $\operatorname{Im}(E-E_k+i\eta)^{-1}=-\eta/[(E-E_k)^2+\eta^2]$, so
\begin{equation}
-\frac1\pi\operatorname{Im}G_{00}(E+i\eta)=\sum_k w_k\,\frac{\eta/\pi}{(E-E_k)^2+\eta^2}.
\label{ldos}
\end{equation}
This is the local density of states on $u_0$ (per spin), with each level broadened to a Lorentzian of half width $\eta$ at half maximum.

To read $E_k$ and $w_k$ from the recursion coefficients, define polynomials by $D_{M+1}=0$, $D_M=1$ and
\begin{equation}
D_n(z)=(z-a_n)D_{n+1}(z)-b_{n+1}^2D_{n+2}(z).
\end{equation}
Then $g_n=D_{n+1}/D_n$. This is true for $n=M$, and if it holds for $n+1$,
\begin{equation}
g_n=\frac{1}{z-a_n-b_{n+1}^2D_{n+2}/D_{n+1}}=\frac{D_{n+1}}{D_n}.
\end{equation}
Therefore $G_{00}=D_1/D_0$. The polynomial $D_0$ has degree $M$, and it must vanish at each of the $M$ poles in (\ref{spectral}). Its zeros are thus the $E_k$, each simple. Multiplying $D_1/D_0$ by $z-E_k$ and letting $z\to E_k$ gives
\begin{equation}
w_k=\frac{D_1(E_k)}{D_0'(E_k)} .
\label{weight}
\end{equation}
Both sides of (\ref{cf}) are rational functions that agree in the upper half plane. They therefore agree at every $z$ other than the poles, provided that the fraction is read as $D_1/D_0$ where an inner denominator vanishes, and that $G_{00}$ is read as the sum (\ref{spectral}) at an eigenvalue of $H$ with no weight in $u_0$, where $(z-H)^{-1}$ itself does not exist.

\section{Nine orbitals worked by hand}

Consider a model $3\times3$ square cluster with one orbital per site and nearest-neighbour hopping $t=-0.05$ hartree. The site energies are $-0.10$ at the centre $c$, $0$ on the four edge sites and $0.05$ hartree on the four corners. Let $S_e$ and $S_c$ be the unnormalized sums of the edge and of the corner orbitals, each of norm $\sqrt4=2$. Start from $u_0=c$. Energies below are in hartree.

The centre couples to all four edges, so $Hu_0=-0.10\,u_0-0.05\,S_e$. Hence
\begin{equation}
a_0=-0.10,\qquad b_1=0.05\times2=0.10,\qquad u_1=-\tfrac12S_e .
\end{equation}
The minus sign comes from $t<0$ and the choice $b_1>0$. Each edge couples to the centre, and each corner receives contributions from two edges:
\begin{align}
Hu_1&=-\tfrac12\left(4t\,c+2t\,S_c\right)=0.10\,u_0+0.05\,S_c,\\
a_1&=0,\qquad b_2=0.05\times2=0.10,\qquad u_2=\tfrac12S_c .
\end{align}
Finally, each edge receives contributions from two corners:
\begin{equation}
Hu_2=0.05\,u_2+\tfrac12(2t)S_e=0.05\,u_2+0.10\,u_1 .
\end{equation}
So $a_2=0.05$, nothing is left over, and $M=3$. The other six dimensions are orthogonal to the chain and have no amplitude on the centre.

At $z=0.05+0.05i$ the fraction is evaluated from the bottom, with $g_n$ in hartree$^{-1}$:
\begin{align}
g_2&=\frac1{0.05i}=-20i,\\
g_1&=\frac1{0.05+0.05i-0.01(-20i)}=\frac1{0.05+0.25i}\nonumber\\
&=0.769-3.846i,\\
g_0&=\frac1{0.15+0.05i-0.01(0.769-3.846i)}\nonumber\\
&=\frac1{0.1423+0.0885i}=5.07-3.15i .
\end{align}
Inverting the full nine-by-nine matrix gives the same value. By (\ref{ldos}) the broadened local density of states is $3.15/\pi=1.00$ hartree$^{-1}$.

For the poles, $D_2=z-0.05$ and $D_1=z(z-0.05)-0.01$, so
\begin{align}
D_0&=(z+0.10)(z^2-0.05z-0.01)-0.01(z-0.05)\nonumber\\
&=z^3+0.05z^2-0.025z-0.0005 .
\end{align}
Its zeros, and the weights from (\ref{weight}), are
\begin{center}
\begin{tabular}{ccc}
$E_k$ (hartree) & $E_k$ (eV) & $w_k$\\
$-0.1759$ & $-4.788$ & $0.592$\\
$-0.0195$ & $-0.532$ & $0.335$\\
$\phantom{-}0.1455$ & $\phantom{-}3.959$ & $0.073$
\end{tabular}
\end{center}
The weights add up to one, as the normalization of $u_0$ requires.

\section{Stopping early}

In a large system one stops after $N<M$ levels. Let $G^{(N)}$ be the fraction with $b_N$ replaced by zero. It is the Green function of the first $N$ chain sites. Define the moments $\mu_k=\langle u_0|H^ku_0\rangle$, and let $\mu_k^{(N)}$ be those of the shortened chain.

\paragraph{Proposition 1.} For $1\le N<M$,
\begin{equation}
\mu_k^{(N)}=\mu_k\ (k\le2N-1),\qquad
\mu_{2N}-\mu_{2N}^{(N)}=b_1^2b_2^2\cdots b_N^2 .
\label{moments}
\end{equation}

\emph{Proof.} Let $T$ be the tridiagonal matrix of the full chain. The chain is closed under $H$, so $\mu_k=(T^k)_{00}$. Written out, this is a sum over closed walks of $k$ steps from site 0, where each step stays in place with factor $a_n$ or moves to a neighbour with factor $b_n$. The shortened chain lacks the walks that reach site $N$. Such a walk needs at least $N$ steps out and $N$ back. With $k=2N$ there is one, straight out and straight back, and it uses each of $b_1,\dots,b_N$ twice. $\square$

For $|z|$ larger than every $|E_k|$, expanding each term of (\ref{spectral}) in $E_k/z$ gives $G_{00}=\sum_{k\ge0}\mu_k/z^{k+1}$. The shortened chain has the corresponding series, so for large $|z|$ the leading error is
\begin{equation}
G_{00}-G^{(N)}\simeq\frac{b_1^2\cdots b_N^2}{z^{2N+1}} .
\end{equation}
In the cluster with $N=2$, moments 0 to 3 agree. The fourth is $6\times10^{-4}$ for the full chain and $5\times10^{-4}$ hartree$^4$ for the shortened one. The difference is $b_1^2b_2^2=10^{-4}$ hartree$^4$.

This does not mean that each added level improves $G_{00}$ at a given $z$ near the spectrum. At $z=0.05+0.05i$ hartree,
\begin{align}
G^{(1)}&=\frac1{0.15+0.05i}=6-2i,\\
G^{(2)}&=\frac1{0.15+0.05i-\dfrac{0.01}{0.05+0.05i}}\nonumber\\
&=\frac1{0.05+0.15i}=2-6i ,
\end{align}
in hartree$^{-1}$. Their distances from the three-level value are $1.48$ and $4.19$ hartree$^{-1}$, so the second level makes the result worse. The neglected terms show why. $G^{(1)}$ drops $b_1^2g_1=0.008-0.038i$ beside $0.15+0.05i$, a modest change. $G^{(2)}$ drops $b_2^2g_2=-0.2i$ beside $0.05+0.05i$, and there the neglected term is the larger one.

\section{Locality and cost}

Suppose that the basis orbitals sit on sites, that $H$ connects nearest neighbours, and that $u_0$ is one of these orbitals.

\paragraph{Proposition 2.} The coefficients $a_0,\dots,a_N$ and $b_1,\dots,b_N$ depend only on the part of $H$ within $N$ hops of the starting site.

\emph{Proof.} By (\ref{rdef}), $u_{n+1}$ is built from $Hu_n$, $u_n$ and $u_{n-1}$. One application of $H$ extends the reach by at most one hop, so $u_n$ vanishes beyond $n$ hops. The expectation value $a_n$ uses matrix elements between sites within $n$ hops. The norm $b_n$ is that of $r_n$, which also lies within $n$ hops. $\square$

As a test, two square lattices with hopping $t=-0.05$ hartree and the same uneven site energies $0.05\sin(1.3x+0.7y+0.4)$ hartree, where the integers $x,y$ count sites from the centre, were compared, starting from the central site. The $7\times7$ lattice contains every site within three hops, and its coefficients through $a_3$ and $b_3$ agree with those of the $13\times13$ lattice. The coefficient $b_4$ is the first that can feel the missing sites: it is $0.1097$ hartree in the smaller lattice and $0.1102$ hartree in the larger.

If the number of neighbours per site is bounded, the number of sites within $N$ hops is bounded independently of system size. Storing vectors on that region alone, one recursion of fixed depth has a bounded cost, and one recursion per orbital gives a total cost proportional to the number of orbitals. The proportionality rests on fixed $N$. Whether a given $N$ is accurate enough is a separate question. For large $|z|$ the error falls as $b_1^2\cdots b_N^2/|z|^{2N+1}$, whereas in the cluster two of the three levels still leave an error of $4.19$ hartree$^{-1}$ at $z=0.05+0.05i$ hartree.

\paragraph{Remark on rounding.} Lemma 1 assumes exact arithmetic. In a numerical recursion stopped after 60 levels, for a matrix of dimension 200 with 199 evenly spaced eigenvalues between $-1$ and $1$ and one isolated level at $3$, all with equal weight (so $M=200$), the largest deviation of the computed overlaps $\langle u_m|u_n\rangle$ from orthonormality reached about $0.7$ (the figure is itself set by rounding and shifts with the order of the arithmetic). The 60-level fraction nevertheless agreed with direct inversion to $2\times10^{-10}$ (absolute, in the dimensionless units of that test) at the one energy examined, $z=0.2+0.2i$. This figure contains the error of stopping at 60 levels as well as that of rounding; the test does not separate the two. This single case shows that lost orthogonality need not spoil $G_{00}$; it does not establish a general error bound. The numerical check also covers the theorem for a random complex Hermitian matrix and for a degenerate spectrum.

\section*{Numbers as computed}
\begin{verbatim}
Cluster orbitals: 9; chain sites M: 3
Hopping: -0.050 hartree
Site energy, centre: -0.100 hartree
Site energy, edge: 0.000 hartree
Site energy, corner: 0.050 hartree
a_0: -0.100000 hartree
a_1: 0.000000 hartree
a_2: 0.050000 hartree
b_1: 0.100000 hartree
b_2: 0.100000 hartree
u_1 amplitude on each edge: -0.5000 (no unit)
u_2 amplitude on each corner: 0.5000 (no unit)
z: 0.050 +0.050i hartree
g_2(z): 0.000000 -20.000000i 1/hartree
g_1(z): 0.769231 -3.846154i 1/hartree
g_0(z): 5.068493 -3.150685i 1/hartree
G_00 from 9x9 inverse: 5.068493 -3.150685i 1/hartree
Broadened local density of states: 1.002894 1/hartree
1-level fraction: 6.000000 -2.000000i 1/hartree
  absolute error: 1.480e+00 1/hartree
2-level fraction: 2.000000 -6.000000i 1/hartree
  absolute error: 4.187e+00 1/hartree
3-level fraction: 5.068493 -3.150685i 1/hartree
  absolute error: 9.930e-16 1/hartree
D_0 coefficients of z^2, z^1, z^0: 0.050000 hartree, -0.025000 hartree^2, -0.000500 hartree^3
Pole 1: -0.175941 hartree = -4.7876 eV; weight 0.591831
Pole 2: -0.019535 hartree = -0.5316 eV; weight 0.334835
Pole 3: 0.145476 hartree = 3.9586 eV; weight 0.073334
Moment 0, exact / two-level: 1.00000000 / 1.00000000 (no unit)
Moment 1, exact / two-level: -0.10000000 / -0.10000000 hartree^1
Moment 2, exact / two-level: 0.02000000 / 0.02000000 hartree^2
Moment 3, exact / two-level: -0.00300000 / -0.00300000 hartree^3
Moment 4, exact / two-level: 0.00060000 / 0.00050000 hartree^4
Moment 4 difference: 0.00010000 hartree^4
b_4, 7x7 lattice: 0.10973723 hartree
b_4, 13x13 lattice: 0.11015298 hartree
Long test, largest orthogonality error: 6.916e-01 (no unit)
Long test, Green function error: 1.927e-10 (dimensionless)
\end{verbatim}
